# Why Surface Steps Roughen While Low-Temperature Facets Stay Smooth

Suppose that the steps on a smooth facet were taken to be as orderly as the facet itself. They would then be straight lines with a few isolated defects, and a longer step would be no less straight than a short one. In the model below, at 300 K, a step 8000 atomic columns long and fixed at both ends wanders at its midpoint by about 9 rows root mean square, on a facet whose mean square height fluctuation is below one millionth of a squared layer. The opposite inference fails as well: if the wandering of the step is carried over to the facet, no facet could be smooth at any positive temperature. Both errors come from ignoring how the cost of a displacement depends on its size.

## One energy for both objects

Let the surface be a square lattice of sites with integer heights $h$, and let each nearest-neighbour bond cost $\varepsilon|\Delta h|$, with $\varepsilon>0$. Write
$$K=\frac{\varepsilon}{kT},\qquad q=e^{-K},\qquad 0<q<1 .$$

A step separates a region at height 1 from a region at height 0. Let it run along a lattice row, and describe it by a single-valued integer $y(x)$, its position in column $x$. The step costs $\varepsilon$ per column when straight, and a kink $n=y(x+1)-y(x)$ adds $\varepsilon|n|$. Overhangs, islands touching the step, neighbouring steps and long-range forces are left out.

Now advance a segment of $\ell$ columns by one row. The front of the segment is as long as before, so the added energy is that of the two kinks at its ends:
$$\Delta E_{\rm step}=2\varepsilon\quad\text{for every }\ell .$$
To raise an $\ell\times\ell$ patch of the facet by one layer, a closed step must be made around it:
$$\Delta E_{\rm facet}=4\ell\varepsilon .$$
For $\varepsilon=0.10$ eV, a round model value, and $\ell=20$, these are 0.20 eV and 8.00 eV.

## The step has no finite width

The step energy is a sum over kinks, so with one end fixed and the other free the kinks are independent, with $P(n)\propto q^{|n|}$. The normalizing sum is
$$\sum_n q^{|n|}=1+\frac{2q}{1-q}=\frac{1+q}{1-q}.$$
Applying $q\,d/dq$ twice to $\sum_{n\ge0}q^n=1/(1-q)$ gives $\sum_{n\ge1} n^2q^n=q(1+q)/(1-q)^3$. Hence
$$\sigma^2\equiv\langle n^2\rangle=\frac{1-q}{1+q}\,\frac{2q(1+q)}{(1-q)^3}=\frac{2q}{(1-q)^2}=\frac{1}{2\sinh^2(K/2)},$$
where the last form uses $(1-q)^2/q=(q^{-1/2}-q^{1/2})^2=4\sinh^2(K/2)$. The mean of $n$ is zero by symmetry, and variances of independent kinks add:
$$\boxed{\langle[y(L)-y(0)]^2\rangle=\frac{L}{2\sinh^2(K/2)}}$$

This grows without bound for every $T>0$, which is what "rough" means here. The linear growth does not depend on the precise form of the kink energy, although its coefficient does. Let independent kinks have finite energies, equal for $n$ and $-n$, that rise fast enough with $|n|$ for $\langle n^2\rangle$ to be finite. Then $\langle n^2\rangle\ge P(n\neq0)>0$, and the linear law survives with another coefficient.

The mean square reaches one squared row at $L_1=2\sinh^2(K/2)$. At 300 K, $K=3.868$ and $\sigma^2=0.0436$, so $L_1=1/0.0436\approx23$ columns. At 100 K, $L_1\approx5.5\times10^4$ columns. For large $K$, $L_1\approx e^{K}/2$, so the order of limits matters: a step of fixed length becomes straight as $T\to0$, whereas at fixed $T>0$ a long enough step is rough.

Fixing both ends does not stop the wandering. The midpoint is reached by two independent halves, so its probability is proportional to $p(y)^2$, where $p$ is the distribution after $L/2$ columns. For large $L$, $p$ is close to a Gaussian of variance $L\sigma^2/2$. Squaring a Gaussian halves its variance, which leaves
$$\langle y(L/2)^2\rangle\approx\frac{L\sigma^2}{4}.$$
At 300 K and $L=8000$ this gives $8000\times0.0436/4\approx87.2$ squared rows; the direct sum over step configurations gives 87.05.

## Changing the cause

If the size-independent cost is the reason, the roughness should vanish when displacement is charged by length. Add an energy $g>0$ for every column with $y\ne0$. An advanced segment then costs $2\varepsilon+g\ell$.

Let $w(0)=1$ and $w(y)=w=e^{-g/kT}$ for $y\neq0$. The amplitude $\varphi(y)$ passed along the step obeys
$$\lambda\varphi(y)=\sum_{y'}q^{|y-y'|}w(y')\varphi(y').$$
The combination $(1+q^2)f(y)-qf(y+1)-qf(y-1)$, applied to $f=q^{|y-y'|}$, gives $1-q^2$ at $y=y'$ and zero elsewhere. Therefore
$$\lambda\left[(1+q^2)\varphi(y)-q\varphi(y+1)-q\varphi(y-1)\right]=(1-q^2)\,w(y)\varphi(y).$$
Try $\varphi=r^{|y|}$ with $0<r<1$. At $y=0$ and $y\ne0$ respectively,
$$\lambda(1+q^2-2qr)=1-q^2,\qquad \lambda\left[1+q^2-q\left(r+\tfrac1r\right)\right]=(1-q^2)w .$$
Dividing the equations to remove $\lambda$, then multiplying out and by $r$, gives
$$q(1-2w)r^2-(1+q^2)(1-w)r+q=0 .$$
The left side is $q>0$ at $r=0$ and $-(1-w)(1-q)^2<0$ at $r=1$, so a quadratic has one root between them. A bound state exists for every $g>0$. Since $r+1/r>2$, the second equation gives $\lambda>w(1+q)/(1-q)$, the largest value for unbound waves. The bound state therefore dominates a long step.

Far from the ends, the amplitudes from left and right multiply, with the weight of the column itself counted once: $P(y)\propto w(y)r^{2|y|}$. With $s=r^2$,
$$\langle y^2\rangle=\frac{2ws(1+s)/(1-s)^3}{1+2ws/(1-s)},$$
which does not depend on $L$. At 300 K, a charge of only $g=0.001$ eV gives $r=0.448$ and $\langle y^2\rangle=0.613$ squared rows. The direct sums give this value at both $L=2000$ and $L=8000$, while the free step goes from 21.7 to 87.1.

## Why the facet stays smooth

A cost proportional to length does not settle the matter for the facet, because the number of closed contours also grows exponentially with their length. The two must be compared.

Hold all sites outside a finite facet at height 0, and suppose that a chosen site has $h_0\ge m\ge1$. For $j=1,\dots,m$, let $C_j$ be the set of sites with $h\ge j$ connected to the chosen site through nearest neighbours. Let $O_j$ be the connected part of its complement that contains the outside, and let $F_j$ be everything not in $O_j$, that is, $C_j$ with its holes filled.

The boundary $\gamma_j$ of $F_j$ is a single closed polygon that does not touch itself. At a touching corner, two diagonal cells would lie in $F_j$ and the other two in $O_j$; a path in $F_j$ joining the first two would close through the corner and separate the other two, although $O_j$ is connected.

Across $\gamma_j$, the inner site belongs to $C_j$, since a hole site next to $O_j$ would be part of $O_j$. Its height is at least $j$. The outer site has height at most $j-1$, or it would belong to $C_j$. Because $C_{j+1}\subseteq C_j$, we have $O_j\subseteq O_{j+1}$, so the regions are nested: $F_{j+1}\subseteq F_j$.

Now lower every $F_j$ by one layer. Take a bond crossed by $c$ contours, with lowest index $a$ and highest index $b$. Nesting puts the inner side of all of them at the same end of the bond, so the height difference is at least $b-(a-1)\ge c$. Lowering reduces it by $c$ without changing its sign. The total energy therefore falls by $\varepsilon\sum_j\ell_j$, where $\ell_j$ is the length of $\gamma_j$. For given contours the operation can be undone, so different configurations stay different, and the probability of those contours is at most $\prod_jq^{\ell_j}$. Summing over contours, and dropping the nesting condition, which can only enlarge the sum,
$$P(h_0\ge m)\le S^m,\qquad S=\sum_\ell N_\ell q^\ell,$$
where $N_\ell$ is the number of polygons of length $\ell$ around a site.

To bound $N_\ell$, follow a ray from the site to the right, and let its farthest crossing with the polygon lie at distance $i+\frac12$. The polygon is at least $i+1$ wide and 1 high, so $\ell\ge2(i+1)+2$, which leaves at most $\ell/2-1$ values of $i\ge0$. From this edge, each further edge has at most three directions and the last is forced:
$$N_\ell\le\left(\frac{\ell}{2}-1\right)3^{\ell-2}.$$
Lengths are even. With $\ell=2(j+1)$ and $\sum_{j\ge1} jz^j=z/(1-z)^2$ at $z=9q^2<1$,
$$S\le q^2\sum_{j\ge1}j(9q^2)^j=\frac{9q^4}{(1-9q^2)^2}\equiv B .$$
The condition $B<1$ reads $3q^2<1-9q^2$, or $q<1/\sqrt{12}$.

Finally, $h^2=\sum_{m=1}^{|h|}(2m-1)$, and up and down are equivalent, so
$$\langle h_0^2\rangle=2\sum_{m\ge1}(2m-1)P(h_0\ge m)\le2\left[\frac{2B}{(1-B)^2}-\frac{B}{1-B}\right],$$
$$\boxed{\langle h_0^2\rangle\le\frac{2B(1+B)}{(1-B)^2}}$$
The facet size does not appear. For $kT<\varepsilon/\ln\sqrt{12}\approx0.805\,\varepsilon$, here 934 K, the facet is smooth.

## Reading the facet numbers

At low temperature the cheapest fluctuation is a single adatom or vacancy, each costing $4\varepsilon$, so $\langle h^2\rangle\approx2q^4$. At 300 K this is $3.81\times10^{-7}$ squared layers. Summing over all heights from $-3$ to 3 on a $7\times7$ facet gives $3.82\times10^{-7}$ at the centre. The bound, $3.46\times10^{-6}$, is about nine times larger because the counting allows nine contours of length 4 where there is one.

At 900 K the same sums give 0.0161, 0.0168 and 0.0169 for widths 3, 5 and 7. The increments shrink, as expected for a quantity with a finite limit, although three small sizes could not prove that limit. The bound is 6.6: it guarantees finiteness but is a poor estimate of the value.

## Where the energy argument ends

Entropy lowers the cost of a long step. Each column contributes $e^{-K}(1+q)/(1-q)$ to the partition function, so the free energy per column is
$$f=\varepsilon-kT\ln\frac{1+q}{1-q}.$$
At 900 K, $f=0.056$ eV, against an energy of 0.10 eV for the straight step. It vanishes when $1/q=(1+q)/(1-q)$, or $q^2+2q-1=0$. Then $q=\sqrt2-1$ and $kT=\varepsilon/\ln(1+\sqrt2)\approx1.13\,\varepsilon$, about 1320 K here.

This is an estimate, from a step without overhangs, of where long closed steps cease to be suppressed. It neither proves that the facet roughens there nor fixes its roughening temperature, and the contour proof is silent above 934 K. What is proved here is thus a smooth facet below 934 K in the full height model, and a rough step at every $T>0$ in the reduced model without overhangs or touching islands. Whether the facet stays smooth at higher temperatures is not settled by these arguments.

The program also prints the step variance per column and the facet bound at 100, 300, 600 and 900 K. That variance belongs to the step without overhangs: with overhangs and islands included it stays 0.0436 at 300 K, but at 900 K it is roughly 20% larger than the printed 1.05. Its label "rows^2" on facet heights means squared layers.

## Calculated quantities

```
bond and kink energy eps = 0.10 eV
size 10: step segment 0.20 eV, square island 4.00 eV
size 20: step segment 0.20 eV, square island 8.00 eV
T = 100 K: kT = 0.00862 eV, K = 11.6045, q = 9.1248e-06
  kinked fraction of columns = 1.8249e-05
  step variance per column = 1.8250e-05 rows^2
  length for rms of one row = 5.479e+04 columns
  facet: S bound = 6.239e-20, <h^2> bound = 1.248e-19 rows^2
T = 300 K: kT = 0.02585 eV, K = 3.8682, q = 2.0897e-02
  kinked fraction of columns = 4.0938e-02
  step variance per column = 4.3596e-02 rows^2
  length for rms of one row = 22.94 columns
  facet: S bound = 1.730e-06, <h^2> bound = 3.459e-06 rows^2
T = 600 K: kT = 0.05170 eV, K = 1.9341, q = 1.4456e-01
  kinked fraction of columns = 2.5260e-01
  step variance per column = 3.9508e-01 rows^2
  length for rms of one row = 2.531 columns
  facet: S bound = 5.961e-03, <h^2> bound = 1.214e-02 rows^2
T = 900 K: kT = 0.07756 eV, K = 1.2894, q = 2.7544e-01
  kinked fraction of columns = 4.3191e-01
  step variance per column = 1.0493e+00 rows^2
  length for rms of one row = 0.953 columns
  facet: S bound = 5.148e-01, <h^2> bound = 6.626e+00 rows^2
300 K, ends fixed; pinning g = 0.001 eV per displaced column
  L = 2000 columns: midpoint variance free 21.66, pinned 0.6133 rows^2
    large-L formula for the free step: 21.80 rows^2
  L = 8000 columns: midpoint variance free 87.05, pinned 0.6133 rows^2
    large-L formula for the free step: 87.19 rows^2
  pinned, infinite L: r = 0.4483, variance = 0.6133 rows^2
contours of length 4: 1, bound 9
contours of length 6: 4, bound 162
contours of length 8: 22, bound 2187
contours of length 10: 124, bound 26244
contours of length 12: 726, bound 295245
300 K low-temperature estimate 2q^4 = 3.8135e-07 rows^2
300 K facet centre <h^2>, widths 3, 5, 7: 3.820190e-07, 3.820193e-07, 3.820193e-07 rows^2
600 K facet centre <h^2>, widths 3, 5, 7: 9.525069e-04, 9.546349e-04, 9.546923e-04 rows^2
900 K facet centre <h^2>, widths 3, 5, 7: 1.607501e-02, 1.682038e-02, 1.694666e-02 rows^2
facet proved smooth below kT/eps = 0.8049, T = 934.0 K
step free energy estimate vanishes at kT/eps = 1.1346, T = 1316.6 K
step free energy at 300 K = 0.09892 eV per column
step free energy at 900 K = 0.05614 eV per column
```
